**Q.** I keep meeting the statement that the effective normal field in an inversion layer is the depletion charge plus half the inversion charge, divided by the permittivity. Before I argue with it, what is being averaged, and with what signs?

**A.** Take an n-channel. The semiconductor fills $z>0$, and the insulator and gate lie at $z<0$. Let $n(z)$ be the electron density, and let $D(z)$ be the density of all other negative charge, which means ionised acceptors minus holes. In the neutral bulk the two cancel, up to the small density of minority electrons there. That background is counted with $D$, and $n$ means the excess over it, so both $n$ and $D$ vanish in the bulk. The totals per area are

$$N_{\rm inv}=\int_0^\infty n\,dz,\qquad N_{\rm dep}=\int_0^\infty D\,dz .$$

With $q>0$ the elementary charge, $Q_{\rm inv}=qN_{\rm inv}$ and $Q_{\rm dep}=qN_{\rm dep}$ are positive magnitudes, although both charges are negative. The field $F(z)$ is counted positive when it points into the semiconductor, so that it pushes electrons towards the interface. The quantity in question is the average of $F$ over the electrons:

$$E_{\rm eff}=\frac{1}{N_{\rm inv}}\int_0^\infty n(z)F(z)\,dz .$$

I assume that charge varies with depth alone, that the permittivity $\varepsilon$ is uniform in the semiconductor, that no electrons enter the insulator, and that the field vanishes deep in the bulk.

**Q.** The field comes from the gate, which is in front of the electrons. Yet your answer is to contain only charges in the semiconductor. Where does the gate go?

**A.** It is fixed by the condition deep in the bulk. The charge density is $-q(n+D)$, so Gauss's law reads

$$\frac{dF}{dz}=-\frac{q}{\varepsilon}\,(n+D).$$

Integrate from $z$ to infinity. The left side gives $F(\infty)-F(z)=-F(z)$, and therefore

$$F(z)=\frac{q}{\varepsilon}\int_z^\infty\left[n(z')+D(z')\right]dz' .$$

The field at $z$ is set by the charge deeper than $z$, because the field lines passing $z$ must all end on that charge. Charge on the gate, in the insulator or at the interface influences how large $N_{\rm inv}$ and $N_{\rm dep}$ become. Once these profiles are given, it has no further say in $F(z)$ for $z>0$.

**Q.** Then the half must come from treating the inversion layer as a slab of constant density, with the field falling linearly across it. A real layer is nothing like that.

**A.** No shape is needed. Let $M(z)$ be the number of electrons per area deeper than $z$:

$$M(z)=\int_z^\infty n(z')\,dz',\qquad \frac{dM}{dz}=-n(z),\qquad M(0)=N_{\rm inv},\qquad M(\infty)=0 .$$

The electrons' own contribution to $\int nF\,dz$ is $q/\varepsilon$ times

$$\int_0^\infty nM\,dz=-\int_0^\infty M\frac{dM}{dz}\,dz=-\frac12\Big[M^2\Big]_0^\infty=\frac{N_{\rm inv}^2}{2}.$$

Dividing by $N_{\rm inv}$ leaves $qN_{\rm inv}/(2\varepsilon)=Q_{\rm inv}/(2\varepsilon)$. Nothing was used about $n(z)$ except that its integral is finite. It may be a classical Boltzmann profile or a sum over many subbands.

The half is a matter of ordering. Choose two depths independently from the distribution $n/N_{\rm inv}$. By symmetry the second is deeper than the first with probability one half. On average, then, half of the electron charge lies deeper than an electron, and deeper charge is what sets the field.

**Q.** So every electron feels half the field of the inversion charge?

**A.** No. The statement concerns the average over all of them. An electron at the interface has all the others behind it, and one at the far edge has none. Subbands differ for the same reason.

In a self-consistent calculation described below, with the acceptors in a buried layer and $N_{\rm inv}=5\times10^{12}\ \mathrm{cm^{-2}}$, the lowest subband holds 96.05 % of the electrons and has a mean field of 0.914 MV/cm. The second holds 3.70 % and has 0.677 MV/cm. Since $F$ falls with depth, the smaller value means that the second subband's charge is weighted towards greater depths. The two contribute

$$0.9605\times0.914+0.0370\times0.677=0.903\ \mathrm{MV/cm},$$

and the remaining 0.25 % of the electrons bring the total average to 0.905 MV/cm. (The last digit of the shares depends on the grid: in the fine-grid limit the lowest subband holds 96.06 % and the remainder is 0.24 %.) The factor one half applies to that total.

**Q.** Now the depletion charge. In a uniformly doped channel there are acceptors right up to the interface, so some of them lie in front of the electrons. By your own argument those do not count.

**A.** That objection is correct, and it shows where the usual formula needs its condition. Let $C(z)$ be the depletion charge number per area in front of $z$:

$$C(z)=\int_0^z D(z')\,dz',\qquad \int_z^\infty D(z')\,dz'=N_{\rm dep}-C(z).$$

Averaging the second expression over the electrons gives

$$\frac{1}{N_{\rm inv}}\int_0^\infty n\,(N_{\rm dep}-C)\,dz=N_{\rm dep}-\Delta,\qquad \Delta=\frac{1}{N_{\rm inv}}\int_0^\infty n(z)\,C(z)\,dz .$$

Adding the electron part, we have under the stated assumptions

$$E_{\rm eff}=\frac{1}{\varepsilon}\left(Q_{\rm dep}+\frac{Q_{\rm inv}}{2}-q\Delta\right).$$

If all the depletion charge lies deeper than all the electrons, $C(z)=0$ wherever $n(z)\neq0$. Then $\Delta=0$, and

$$E_{\rm eff}=\frac{Q_{\rm dep}+Q_{\rm inv}/2}{\varepsilon}.$$

This is the result you quoted, with the condition that makes it true. I shall call it the plain formula.

**Q.** And when the condition is not met, which way does the plain formula err?

**A.** Suppose $D\ge0$ everywhere, as in an ordinary depletion layer. Then $0\le C(z)\le N_{\rm dep}$, and averaging preserves the inequality: $0\le\Delta\le N_{\rm dep}$. The plain formula can then only overestimate the field.

For a constant acceptor density $N_A$ that extends beyond the electrons, with negligible holes there, $C(z)=N_Az$ and

$$\Delta=\frac{N_A}{N_{\rm inv}}\int_0^\infty n\,z\,dz=N_A\langle z\rangle ,$$

where $\langle z\rangle$ is the mean depth of the electrons. The correction removes the acceptors contained in a layer of that thickness. At the opposite extreme, all the depletion charge lies in front of all the electrons. Then $\Delta=N_{\rm dep}$, and $E_{\rm eff}=Q_{\rm inv}/(2\varepsilon)$.

**Q.** Is the correction worth worrying about? Give me numbers.

**A.** Take a model semiconductor with relative permittivity 12, normal mass $0.90\,m_e$, in-plane density-of-states mass $0.20\,m_e$ and valley degeneracy 2, at 300 K. The Schrödinger and Poisson equations are solved together in the Hartree approximation, with a hard wall at $z=0$. Exchange, correlation and image forces are left out. The acceptors have density $10^{18}\ \mathrm{cm^{-3}}$ from the interface to a prescribed depletion edge at 35 nm, so

$$N_{\rm dep}=10^{18}\ \mathrm{cm^{-3}}\times35\times10^{-7}\ \mathrm{cm}=3.5\times10^{12}\ \mathrm{cm^{-2}} .$$

The corresponding field $qN_{\rm dep}/\varepsilon$ is 0.5278 MV/cm. Hence each $10^{12}$ charges per $\mathrm{cm^2}$ contribute $0.5278/3.5=0.1508$ MV/cm.

For $N_{\rm inv}=5\times10^{12}\ \mathrm{cm^{-2}}$ the plain formula gives

$$0.1508\times(3.5+2.5)=0.905\ \mathrm{MV/cm}.$$

The computed mean depth is 1.324 nm, so $N_A\langle z\rangle=0.1324\times10^{12}\ \mathrm{cm^{-2}}$. The correction is $0.1508\times0.1324=0.020$ MV/cm, which lowers the result to 0.885 MV/cm. Differentiating the computed potential and averaging over the electron density also gives 0.885 MV/cm. The plain formula is too high by 2.3 % of this directly averaged field.

At $N_{\rm inv}=10^{12}\ \mathrm{cm^{-2}}$ the excess is 3.83 %, and at $10^{13}\ \mathrm{cm^{-2}}$ it is 1.45 %. Two changes act together. The mean depth shrinks from 1.474 to 1.211 nm, a factor of 0.82, while the average field grows from 0.5809 to 1.2635 MV/cm, a factor of 2.175. The relative excess is $qN_A\langle z\rangle/(\varepsilon E_{\rm eff})$, so it should be multiplied by $0.82/2.175=0.38$, and it is: $1.45/3.83=0.38$.

These numbers belong to the model, which has a single ladder of subbands with masses close to those of the two heavy-normal-mass valleys of silicon (100). Silicon has four more valleys, with normal mass $0.19\,m_e$ and density-of-states mass $0.417\,m_e$. Added to the model, they take 14 to 17 % of the electrons at 300 K and leave about 80 % in the lowest subband. The mean depth rises by 0.1 to 0.17 nm, and the excess becomes 4.3, 2.5 and 1.6 % at the three densities.

**Q.** That shows the formula is imperfect for uniform doping. Show me a case where it should hold.

**A.** Keep $N_{\rm dep}$ the same, but put the acceptors in a buried layer of density $2\times10^{18}\ \mathrm{cm^{-3}}$ between 10 and 27.5 nm. The thickness is 17.5 nm, so the charge per area is again $3.5\times10^{12}\ \mathrm{cm^{-2}}$. The electrons have a mean depth of 1.2 to 1.4 nm over the same three densities.

A bound state has a tail, so the separation is not perfect in the strict sense. What matters is the number of acceptors in front of an average electron, and here that is negligible. The directly averaged fields are 0.603, 0.905 and 1.282 MV/cm, equal to the plain formula at this precision. The test required agreement to one part in $10^5$.

**Q.** I am not yet persuaded by the agreement. You obtain the field from Poisson's equation and compare it with a formula derived from Poisson's equation. Can the average field be found without counting charge?

**A.** Yes, from the force that the electrons exert on the wall. Consider one bound state with a real, normalised wavefunction $\psi$, constant normal mass $m_z$ and energy $E$. Its potential energy $U$ is purely electrostatic, and finite for $z>0$. An electron has charge $-q$, so its potential energy rises along the field: $U'=qF$. The Schrödinger equation is

$$-\frac{\hbar^2}{2m_z}\psi''+(U-E)\psi=0 .$$

Multiply by $\psi'$, and use $\psi''\psi'=\tfrac12(\psi'^2)'$ and $\psi\psi'=\tfrac12(\psi^2)'$:

$$-\frac{\hbar^2}{4m_z}\left(\psi'^2\right)'+\frac12(U-E)\left(\psi^2\right)'=0 .$$

Integrate from the wall to infinity. Since $\psi'$ vanishes at infinity, the first term gives $+\hbar^2\psi'(0)^2/(4m_z)$. Integrating the second by parts gives

$$\frac12\Big[(U-E)\psi^2\Big]_0^\infty-\frac12\int_0^\infty U'\psi^2\,dz .$$

The bracket is zero, because $\psi$ vanishes at the wall and decays at infinity. Multiplying what remains by 2,

$$\int_0^\infty U'\psi^2\,dz=\frac{\hbar^2\psi'(0)^2}{2m_z}.$$

The left side is the mean electric force pushing the electron towards the wall. In a stationary state the mean total force is zero, so the right side is the force with which the wall pushes back.

If subband $i$ holds $N_i$ electrons per area, then $n=\sum_iN_i\psi_i^2$. Weighting the force of each subband by $N_i/N_{\rm inv}$ gives

$$qE_{\rm eff}=\sum_i\frac{N_i}{N_{\rm inv}}\,\frac{\hbar^2\psi_i'(0)^2}{2m_z}.$$

This expression needs the slopes at one point and the populations. If valleys with different normal masses are occupied, each subband enters with its own $m_z$. The potential still had to be found from Poisson's equation, but the average is obtained without adding up any charge.

**Q.** And does it agree?

**A.** For uniform doping at $5\times10^{12}\ \mathrm{cm^{-2}}$ the wall force gives 0.8852 MV/cm, against 0.8848 from the direct average. The plain formula's 0.9048 lies well outside that small difference, so the wall force confirms the correction as well. For the buried layer the pair is 0.9052 and 0.9048.

The largest mismatch in the six cases is 0.06 % of the direct average. The test allowed 0.3 %, as an estimate of the error that a grid step of 0.025 nm can cause. The mismatch is a grid error: in a linear well it falls about fourfold each time the step is halved, and in a converged calculation both routes give 0.8848 for uniform doping and 0.9048 for the buried layer.

**Q.** Can I see the half in the field itself, without integrals over $n$?

**A.** When the charges are separated, you can. Let $F_0$ be the field at the interface and $F_b$ the field just below the electrons, still in front of the depletion charge. From Gauss's law,

$$F_0=\frac{Q_{\rm dep}+Q_{\rm inv}}{\varepsilon},\qquad F_b=\frac{Q_{\rm dep}}{\varepsilon}.$$

Between these two places $D=0$, so $qn=-\varepsilon\,dF/dz$. The electric force per area on the electrons, counted towards the interface, is

$$\int qnF\,dz=-\varepsilon\int F\frac{dF}{dz}\,dz=\frac{\varepsilon}{2}\left(F_0^2-F_b^2\right).$$

Divide by the electron charge per area, $Q_{\rm inv}=\varepsilon(F_0-F_b)$:

$$E_{\rm eff}=\frac{F_0^2-F_b^2}{2(F_0-F_b)}=\frac{F_0+F_b}{2}.$$

The average over the electrons is the arithmetic mean of the fields on the two sides of the layer, however $F$ falls in between. Inserting $F_0$ and $F_b$ returns the plain formula.

For the buried layer at $5\times10^{12}\ \mathrm{cm^{-2}}$, the field is 1.2818 MV/cm at the interface and 0.5276 MV/cm at 10 nm. Their mean is 0.9047 MV/cm. (The last digit at the interface is a grid effect; Gauss's law gives 1.2817.)

**Q.** The field at 10 nm should have been $Q_{\rm dep}/\varepsilon$, which you gave as 0.5278. Why 0.5276?

**A.** Because 10 nm is the edge of the doped layer, and a numerical derivative there looks slightly into it. The central difference averages the fields half a step before and half a step after the edge. The second of these has lost the acceptors in half a step, so the average has lost those in a quarter step:

$$2\times10^{18}\ \mathrm{cm^{-3}}\times\frac{0.025\times10^{-7}\ \mathrm{cm}}{4}=1.25\times10^{9}\ \mathrm{cm^{-2}} .$$

At 0.1508 MV/cm per $10^{12}\ \mathrm{cm^{-2}}$, this is 0.0002 MV/cm, the difference you noticed.

**Q.** All your electron profiles come from the same kind of well. You claimed that any profile would do.

**A.** Then take one that no equilibrium was asked to produce: two separate peaks, at 3 and 6 nm, of unequal height, holding $5\times10^{12}\ \mathrm{cm^{-2}}$ in total. With the buried acceptors behind them, the directly averaged field is 0.905 MV/cm, again the value of the plain formula.

Now move the same number of acceptors into the first nanometre, in front of both peaks. The average drops to 0.377 MV/cm. This is $0.1508\times2.5$, the half of the inversion charge alone. The electron profile and both total charges are unchanged, so the difference comes from the position of the acceptors.

**Q.** What about a thin film with a second gate? The field need not vanish behind the electrons.

**A.** Then the integration of Gauss's law must stop at the back surface, $z=L$, where the field has some value $F_L$. The result is

$$F(z)=F_L+\frac{q}{\varepsilon}\int_z^L(n+D)\,dz' .$$

The added constant passes unchanged through the average:

$$E_{\rm eff}=F_L+\frac{1}{\varepsilon}\left(Q_{\rm dep}+\frac{Q_{\rm inv}}{2}-q\Delta\right).$$

A symmetric, undoped double-gate film is a useful check. Each gate supplies the field for half the electrons, so $F_L=-Q_{\rm inv}/(2\varepsilon)$, negative because it points towards the front. The formula gives $E_{\rm eff}=0$, as symmetry demands: the two halves are pushed in opposite directions.

To describe the confinement at one surface, average over the front half of the film. The field vanishes at the midplane, which now plays the part of the deep bulk. The half-film holds $Q_{\rm inv}/2$, and half of that counts, so its average field is $Q_{\rm inv}/(4\varepsilon)$, with $Q_{\rm inv}$ still the charge of the whole film.

**Q.** And if the wavefunctions leak into the insulator?

**A.** Then there is no single $\varepsilon$ to divide by. Gauss's law fixes the displacement $\varepsilon(z)F(z)$, and the ordering argument for the half applies to the average of that quantity, provided the integrals include the electrons in the insulator and there is no other charge among them. The average of $F$ itself also depends on how the electrons are divided between the materials, because the same displacement means a different field in each. The same caution applies to a channel made of layers with different permittivities.

**Q.** Last objection. Mobility data are sometimes plotted against a field in which the inversion charge carries a weight other than one half. Does that contradict you?

**A.** It cannot, because it is a different quantity. If a weight $\eta$ is chosen so that mobility curves fall together, then $(Q_{\rm dep}+\eta Q_{\rm inv})/\varepsilon$ is a fitting variable. The average normal field, with the depletion charge deeper than the electrons and no field beyond that charge, has $\eta=\tfrac12$ whatever the scattering does. This also holds for holes in a p-channel: reversing the sign of every charge reverses every field and leaves the magnitudes as they were. Whether mobility depends on this average alone is a question about scattering, which electrostatics does not answer.

The full set of values for both doping profiles is in the numerical output below.

## Computed values

```
INPUTS (model semiconductor)
relative permittivity: 12.0
normal mass: 0.90 m_e
in-plane density-of-states mass: 0.20 m_e
valley degeneracy: 2
temperature: 300 K
grid step: 0.025 nm, box depth: 40 nm
uniform doping: 1.0e+18 cm^-3, 0 to 35.0 nm
buried doping: 2.0e+18 cm^-3, 10.0 to 27.5 nm
N_dep in both: 3.50e+12 cm^-2
q N_dep/eps: 0.5278 MV/cm
UNIFORM DOPING: fields in MV/cm
N_inv = 1.0e+12 cm^-2, mean depth = 1.474 nm
  direct 0.5809, wall force 0.5811, plain formula 0.6032
  corrected 0.5809, plain too high by 3.83 %
N_inv = 5.0e+12 cm^-2, mean depth = 1.324 nm
  direct 0.8848, wall force 0.8852, plain formula 0.9048
  corrected 0.8848, plain too high by 2.26 %
N_inv = 1.0e+13 cm^-2, mean depth = 1.211 nm
  direct 1.2635, wall force 1.2642, plain formula 1.2817
  corrected 1.2635, plain too high by 1.45 %
BURIED DOPING: fields in MV/cm
N_inv = 1.0e+12 cm^-2, mean depth = 1.442 nm
  direct 0.6032, wall force 0.6034, plain formula 0.6032
  surface 0.6786, at 10 nm 0.5276, their mean 0.6031
N_inv = 5.0e+12 cm^-2, mean depth = 1.302 nm
  direct 0.9048, wall force 0.9052, plain formula 0.9048
  surface 1.2818, at 10 nm 0.5276, their mean 0.9047
N_inv = 1.0e+13 cm^-2, mean depth = 1.195 nm
  direct 1.2817, wall force 1.2825, plain formula 1.2817
  surface 2.0357, at 10 nm 0.5276, their mean 1.2817
SUBBANDS, buried doping, N_inv = 5e12 cm^-2
subband 1: share 96.05 %, mean field 0.9142 MV/cm
subband 2: share 3.70 %, mean field 0.6769 MV/cm
largest wall-force mismatch: 0.060 %
TWO-PEAKED PROFILE (peaks at 3 and 6 nm)
N_inv: 5.0e+12 cm^-2
direct, dopants deeper: 0.9048 MV/cm
direct, dopants in front (0 to 1 nm): 0.3770 MV/cm
plain formula: 0.9048 MV/cm
q N_inv/(2 eps): 0.3770 MV/cm
```
